\section*{Resolving Two Interface-Trap Levels in the Conductance Method}

\section{The problem}

A metal--oxide--silicon capacitor on n-type silicon is held in depletion. Two kinds of trap sit at the interface, each with one sharp energy level, and they differ in response time. A small alternating voltage makes the traps capture and emit electrons. Because they lag behind the voltage, they dissipate energy, and this appears as a parallel conductance $G_p$ per area. One plots $G_p/\omega$ against the angular frequency $\omega$ and hopes to see one maximum per level.

(a) If the two levels have equal trap capacitance, by what factor must their response times differ for two separate maxima to appear?

(b) Can unequal capacitances lower that factor?

(c) For two levels of equal density and equal capture coefficient, with the Fermi level midway between them, what energy separation is needed at 300 K?

The assumptions are these. The two sets of traps are independent, so two charge transitions of one and the same defect are excluded. They exchange electrons only with the conduction band. The oxide capacitance and series resistance have been removed from the data, and the bias is fixed. Until the last section, the surface potential is taken to be the same everywhere.

\section{The loss of one level}

Let $f$ be the occupation of a level, $n_s$ the electron density at the silicon surface, $c$ the capture coefficient and $e_n$ the emission rate. Then
\begin{equation}
\frac{df}{dt}=c\,n_s(1-f)-e_n f .
\end{equation}
In the steady state $c n_s(1-f_0)=e_n f_0$, and therefore
\begin{equation}
c n_s+e_n=c n_s\left(1+\frac{1-f_0}{f_0}\right)=\frac{c n_s}{f_0}\equiv\frac1\tau .
\end{equation}
A small change $\delta\psi\,e^{i\omega t}$ of the surface potential multiplies $n_s$ by $1+q\delta\psi/kT$. It leaves $e_n$ unchanged, because the level moves with the band edge. To first order,
\begin{equation}
i\omega\,\delta f=c n_s(1-f_0)\frac{q\,\delta\psi}{kT}-\frac{\delta f}{\tau}
\;\Rightarrow\;
\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau}\,\frac{q\,\delta\psi}{kT},
\end{equation}
where $c n_s(1-f_0)\tau=f_0(1-f_0)$ was used. With $N$ traps per area, the current that supplies them is $i\omega qN\delta f$. The admittance is thus
\begin{equation}
Y=\frac{i\omega C}{1+i\omega\tau},\qquad C=\frac{q^2N}{kT}f_0(1-f_0).
\end{equation}
Its real part is $G_p=C\omega^2\tau/(1+\omega^2\tau^2)$, so
\begin{equation}
\frac{G_p}{\omega}=\frac{C\,\omega\tau}{1+\omega^2\tau^2}=\frac C2\,\mathrm{sech}\ln(\omega\tau).
\label{single}
\end{equation}
The last form follows from $y/(1+y^2)=1/(y+y^{-1})$ with $y=e^{\ln y}$. The maximum $C/2$ lies at $\omega\tau=1$. Independent levels feel the same surface potential, so their admittances add.

\section{A first estimate by scaling}

On a logarithmic frequency axis every level gives the same shape, whatever its $\tau$; a change of $\tau$ only shifts it. The condition must therefore be that the shift $\ln(\tau_2/\tau_1)$ exceeds a pure number of the order of the width of the curve.

Take the full width at half maximum. From $\mathrm{sech}\,z=1/2$ one has $\cosh z=2$, so $z=\ln(2+\sqrt3)=1.317$, and the full width is 2.634. The estimate is
\begin{equation}
\frac{\tau_2}{\tau_1}\gtrsim(2+\sqrt3)^2=7+4\sqrt3\approx13.9 .
\end{equation}
The choice of half maximum is arbitrary, so only the order of magnitude, about ten, can be trusted.

\section{The exact solution for equal capacitances}

Let $\tau_2>\tau_1$ and define
\begin{equation}
x=\ln\left(\omega\sqrt{\tau_1\tau_2}\right),\qquad a=\tfrac12\ln\frac{\tau_2}{\tau_1}>0 .
\end{equation}
Then $\omega\tau_2=e^{x+a}$ and $\omega\tau_1=e^{x-a}$, and by (\ref{single})
\begin{equation}
F(x)\equiv\frac{G_p}{\omega}=\frac C2\left[\frac1{\cosh(x+a)}+\frac1{\cosh(x-a)}\right].
\end{equation}
Put this over a common denominator. The numerator is $\cosh(x-a)+\cosh(x+a)=2\cosh x\cosh a$. With $u=\cosh x$ and $s=\sinh a$, the denominator is
\begin{equation}
\cosh(x+a)\cosh(x-a)=\tfrac12(\cosh2x+\cosh2a)
=\tfrac12(2u^2-1+1+2s^2)=u^2+s^2 .
\end{equation}
Hence
\begin{equation}
F=C\cosh a\,\frac{u}{u^2+s^2},\qquad
\frac{dF}{du}=C\cosh a\,\frac{s^2-u^2}{(u^2+s^2)^2},\qquad u\ge1 .
\label{compact}
\end{equation}
As a function of $u$, the loss rises up to $u=s$ and falls beyond it. Since $u$ starts from 1 at $x=0$ and grows on both sides, there are two cases.

If $s\le1$, $F$ falls everywhere away from $x=0$, and there is one maximum. If $s>1$, $F$ first rises away from $x=0$, reaches a maximum where $\cosh x=s$, and then falls. This happens on both sides, so there are two maxima with a minimum between them.

The border $\sinh a=1$ means $e^a-e^{-a}=2$, or $e^{2a}-2e^a-1=0$, with positive root $e^a=1+\sqrt2$. The answer to (a) is
\begin{equation}
\boxed{\frac{\tau_2}{\tau_1}=e^{2a}>(1+\sqrt2)^2=3+2\sqrt2\approx5.83}
\end{equation}
and the condition is both necessary and sufficient. Counting the maxima of the sampled curve, with the ratio varied by bisection, placed the border at 5.82844, against 5.82843 from the formula.

\subsection{At and above the threshold}

At the border $s=1$ and $\cosh a=\sqrt2$. The identity $u/(1+u^2)=\frac12-(u-1)^2/[2(1+u^2)]$, with $u-1\approx x^2/2$, gives
\begin{equation}
F=\frac{C}{\sqrt2}\left(1-\frac{x^4}{8}+\dots\right).
\end{equation}
The quadratic term is absent: the single maximum has a flat top.

Above the border, inserting $u=s$ and $u=1$ in (\ref{compact}) gives
\begin{equation}
F_{\rm peak}=\frac C2\coth a,\qquad F_{\rm dip}=\frac{C}{\cosh a},\qquad
1-\frac{F_{\rm dip}}{F_{\rm peak}}=1-\frac{2s}{1+s^2}=\frac{(s-1)^2}{1+s^2}.
\label{dip}
\end{equation}
The depth of the dip grows as the square of the excess $s-1$, so just above threshold it is hard to measure. Suppose that a relative depth of 5\% is needed. Then $0.95s^2-2s+0.95=0$, whose root above 1 is $s=1.381$. This gives $e^a=s+\sqrt{s^2+1}=3.087$ and a ratio of 9.5.

The peaks lie at $x=\pm x_p$ with $\cosh x_p=\sinh a$. Since $\sinh a<\cosh a$, $x_p<a$: each peak is pulled towards the other level. The ratio of peak frequencies, $e^{2x_p}$, therefore understates $\tau_2/\tau_1$. The true value follows from $\sinh a=\cosh x_p$.

\section{Unequal capacitances}

With capacitances $C_1$ and $C_2$, and with $p(t)=\mathrm{sech}\,t\tanh t=-\frac{d}{dt}\mathrm{sech}\,t$, which is odd,
\begin{equation}
F'(x)=\tfrac12\left[C_1\,p(a-x)-C_2\,p(a+x)\right].
\end{equation}
For $x\ge a$ this is negative and for $x\le-a$ positive, so all stationary points lie in $|x|<a$. There they obey
\begin{equation}
\rho(x)\equiv\frac{p(a+x)}{p(a-x)}=\frac{C_1}{C_2}.
\end{equation}
The function $\rho$ runs from 0 at $x=-a$ to infinity at $x=a$. Whether it does so monotonically decides the matter. From $\ln p=\ln\sinh t-2\ln\cosh t$ one finds $p'/p=1/T-2T$ with $T=\tanh t$. Writing $T_\pm=\tanh(a\pm x)$,
\begin{equation}
\frac{d\ln\rho}{dx}=\frac1{T_+}-2T_++\frac1{T_-}-2T_-
=(T_++T_-)\left(\frac1{T_+T_-}-2\right).
\end{equation}
Moreover,
\begin{equation}
T_+T_-=\frac{\cosh2a-\cosh2x}{\cosh2a+\cosh2x}\le\tanh^2a=\frac{s^2}{1+s^2}.
\end{equation}
If $s\le1$ the product never exceeds $1/2$, so $\rho$ never decreases and takes each value once. There is then one maximum for every choice of $C_1$ and $C_2$. The answer to (b) is no: equal capacitances are the most favourable case.

If $s>1$, $\rho$ has turning points where $T_+T_-=1/2$, that is, at $x=\pm y$ with $\cosh2y=\frac13\cosh2a$. It rises to $\rho(-y)=K$, falls through $\rho(0)=1$ to $\rho(y)=1/K$, and rises again. Three stationary points, and so two maxima, require
\begin{equation}
\frac1K<\frac{C_1}{C_2}<K,\qquad K=\frac{p(a-y)}{p(a+y)} .
\label{window}
\end{equation}
This window widens with $a$. Because $y$ is a turning point, $d\ln K/da$ is the difference of $1/T-2T$ at $a-y$ and at $a+y$, which is positive since $1/T-2T$ decreases with $T$.

\section{Two levels around the Fermi level}

For (c), let the levels lie at $\pm\Delta/2$ from the Fermi level and put $h=\Delta/2kT$. Any degeneracy factor is absorbed in the level energies. The occupations are $f_u=1/(1+e^{h})$ for the upper and $f_l=1/(1+e^{-h})=1-f_u$ for the lower level. The products $f(1-f)$ agree, so the capacitances are equal, while $\tau=f/(cn_s)$ gives
\begin{equation}
\frac{\tau_l}{\tau_u}=\frac{f_l}{f_u}=e^{\Delta/2kT},\qquad
\Delta>2kT\ln(3+2\sqrt2)=3.53\,kT .
\end{equation}
At 300 K, where $kT=25.85$ meV, this is 91 meV.

As an example take $\Delta=0.16$ eV, doping $10^{16}$ cm$^{-3}$, band bending 0.25 V, $N=2\times10^{11}$ cm$^{-2}$ for each level, a capture cross section of $10^{-15}$ cm$^2$ and a thermal velocity of $2\times10^7$ cm/s. Then
\begin{align}
n_s&=10^{16}\,e^{-0.25/0.02585}=6.3\times10^{11}\ \mathrm{cm^{-3}},\\
c\,n_s&=10^{-15}\times2\times10^{7}\times6.3\times10^{11}=1.26\times10^{4}\ \mathrm{s^{-1}} .
\end{align}
The occupations 0.0433 and 0.9567 give $\tau_u=3.43\ \mu$s and $\tau_l=75.8\ \mu$s, with ratio 22.1. Each capacitance is 51.4 nF/cm$^2$. With $a=1.547$, $\sinh a=2.243$ and $\cosh a=2.456$, the peaks lie at 2.32 and 41.9 kHz, whereas $1/(2\pi\tau)$ is 2.10 and 46.4 kHz. The dip, at 9.87 kHz, is at $2(2.243)/(2.456)^2=0.744$ of the peak height.

Read directly, the peak frequencies give a ratio of 18.1, which is 18\% below the true one. The correction restores it: $x_p=\frac12\ln18.07=1.447$, $\cosh x_p=2.243=\sinh a$. Taking the peak height as $C/2$ would overstate the trap density by $\coth a-1=9.5\%$. By (\ref{window}), the capacitances may differ by at most a factor $K=2.81$.

\section{Comparison of estimate and exact result}

The width estimate gave 13.9 and the exact threshold is 5.83. The estimate is 2.4 times too large as a ratio, but 49\% too large as a logarithmic shift, 2.634 against 1.763. In energy it would ask for $2\times2.634\,kT=136$ meV instead of 91 meV.

The reason can be read from (\ref{dip}). At the estimated ratio $e^a=2+\sqrt3$, so $\sinh a=\sqrt3$, $\cosh a=2$, and dip/peak is $2\sqrt3/4=0.866$. The half-maximum rule thus demands a dip of 13\%, whereas two maxima exist as soon as there is any dip at all. As a condition for the existence of two maxima the estimate is too strict. For noisy data, the smallest depth that can be resolved should be put into (\ref{dip}), as was done above for 5\%.

\section{The model beside a real interface}

The parameters are rough values for a thermally oxidized silicon capacitor. The trap density is high compared with a good hydrogen-annealed interface. With a 10 nm oxide, an upper estimate of the oxide field due to depletion and trap charge is 0.27 MV/cm, far below breakdown, which is roughly 10 MV/cm. On a uniform surface and for equal capture coefficients, holes contribute at most 0.55\% of the electron rate. The assumption that real interfaces break most plainly is that of sharp levels, since their traps are largely spread over the gap. A Gaussian distribution of level energies with a standard deviation of 20 meV, all else fixed, leaves two maxima whose dip is invisible to three decimals. This width lies at the border: at 21 meV, and at 40 meV, only one maximum remains. The fast peak suffers first, for two reasons. The rate $1/\tau=cn_s(1+e^{(E-E_F)/kT})$ depends strongly on the energy $E$ for the upper level and hardly at all for the lower, so mainly the fast peak is broadened. In addition, the traps of the upper level that lie closest to the Fermi level have the largest capacitance and are also the slowest, which pulls the fast peak towards the slow one. Both effects matter: with the capacitances held at their sharp-level values, a width of 20 meV would still leave a dip of 7\%.

Bias matters as well. If the Fermi level moves by $v\,kT$ relative to the levels, then
\begin{equation}
\frac1{\tau_{u,l}}=c\,n_s\left(e^{v}+e^{\pm h}\right),\qquad
C_{u,l}=\frac{q^2N}{4kT}\,\mathrm{sech}^2\frac{\pm h-v}{2},
\label{shift}
\end{equation}
where $n_s$ is the value at $v=0$. The second maximum is lost at shifts of $-29$ and $+10$ meV. Equal and opposite shifts give the same capacitance mismatch, but a downward shift increases the ratio of response times, and so widens the window (\ref{window}).

Fixed charge makes the surface potential vary from place to place, roughly by one to two $kT/q$. Averaging $G_p/\omega$ over independent patches with (\ref{shift}) and a Gaussian spread of 52 mV (standard deviation) leaves two maxima, at 0.39 and 59 kHz, with a dip to 0.556 of the height of the smaller one. With the capacitances held at their $v=0$ values, the same spread leaves one maximum. The survival of the dip is therefore due to the reweighting of patches: those in which a level lies near the Fermi level count most. These averages assume the same alternating surface potential in every patch, which requires an oxide capacitance much larger than that of the surface. With a 10 nm oxide in series with each patch, the depletion capacitance of each patch taken at its local band bending (holding it fixed instead changes the last digit of each value below by one), and the oxide capacitance then removed from the total, the 52 mV spread gives maxima at 0.51 and 64 kHz, with a dip to 0.53 of the smaller one. The averages also leave out holes. In patches where the lower level lies at the Fermi level, the hole rate is 12\% of the electron rate for equal capture coefficients, but including holes moves the slow maximum of the average only from 0.39 to 0.41 kHz if the surface holes are kept in equilibrium with the bulk, and leaves it at 0.39 kHz if they are cut off from the bulk within each patch. The peak frequencies of the average suggest a ratio near 150, and those found with the 10 nm oxide a ratio near 125, instead of 22, and the correction $\sinh a=\cosh x_p$ no longer applies. Two observed maxima are thus no direct measure of two response times unless the spread of surface potential is known to be small. The numerical output below lists the remaining cases, including the curve before the oxide capacitance is removed.

\section*{Computed values}
\begin{verbatim}
Threshold ratio, formula: 5.82843
Threshold ratio, counted maxima: 5.82844
Fourth derivative at threshold, units of C: -2.1213
Largest relative error, rate equation test: 1.2e-05
Temperature: 300 K; kT: 25.852 meV
Doping: 1.0e+16 cm^-3; band bending: 0.25 V
Trap density, each level: 2.0e+11 cm^-2
Cross section: 1.0e-15 cm^2; velocity: 2.0e+07 cm/s
Conduction-band density N_c: 2.8e+19 cm^-3; n_i: 1.0e+10 cm^-3
Surface electron density: 6.312e+11 cm^-3
Capture rate c*n_s: 1.2625e+04 s^-1
Fermi level below conduction band at surface: 0.455 eV
Level separation: 0.160 eV
Levels below conduction band: 0.375, 0.535 eV
Occupations, upper and lower level: 0.0433, 0.9567
Response times, upper and lower: 3.432, 75.778 us
Ratio of response times: 22.077; a: 1.5473
sinh a: 2.2429; cosh a: 2.4557
Capacitance of each level: 51.384 nF/cm^2
Frequencies 1/(2 pi tau), lower and upper level: 2.100, 46.368 kHz
Peak position x: 1.4470
Peak frequencies: 2.322, 41.946 kHz
Dip frequency: 9.868 kHz
Peak height: 28.130 nF/cm^2; dip: 20.924 nF/cm^2
Dip/peak: 0.7438
Ratio read directly from peaks: 18.067
Peak height over single-level height C/2: 1.0949
Capacitance mismatch limit K, formula: 2.8114
Capacitance mismatch limit K, counted: 2.8114
Least separation for two maxima at 300 K: 91.14 meV
Least separation in kT: 3.5255
Highest temperature, Fermi level kept midway: 526.7 K
Fermi-level shift limits: -29.3, +10.1 meV
Potential spread 25.9 mV, local C: 2 max at 1.12, 47.24 kHz, dip/lower max 0.750
Potential spread 25.9 mV, fixed C: 2 max at 3.22, 40.97 kHz, dip/lower max 0.984
Potential spread 51.7 mV, local C: 2 max at 0.39, 59.16 kHz, dip/lower max 0.556
Potential spread 51.7 mV, fixed C: 1 max at 43.83 kHz
Level width 20 meV: 2 max at 2.73, 14.34 kHz, dip/lower max 1.000
Level width 40 meV: 1 max at 3.74 kHz
Oxide thickness: 10 nm; C_ox: 345.3 nF/cm^2
Depletion capacitance: 60.85 nF/cm^2
Uncorrected Gm/omega: 2 max at 2.67, 48.32 kHz, dip/lower max 0.815
Largest uncorrected Gm/omega: 17.843 nF/cm^2
Hole/electron rate, upper and lower level: 1.1e-05, 5.5e-03
Oxide field, upper estimate: 0.269 MV/cm
Surface electron density over N_c: 2.3e-08
\end{verbatim}
